\section*{Thermophoretic force on a small specular sphere in a rarefied gas}

\section{What the gas looks like}

\textbf{Q.} A dust grain sits at rest in a gas that is hotter on one side. The gas does not flow and its pressure is uniform. What is left to push the grain?

\textbf{A.} The velocity distribution is not quite Maxwellian, because heat flows through it. I take a monatomic gas of molecular mass $m$, number density $n$, temperature $T$ and pressure $p=nkT$, with zero mean velocity. The sphere has radius $a$, much smaller than the mean free path $\lambda$, so that molecules arrive with the distribution they would have without it. I also require $\lambda|\nabla T|/T\ll1$. Write the molecular velocity as $\mathbf c=v_0\mathbf w$ with $v_0=\sqrt{2kT/m}$, and
\begin{equation}
f=f_0(1+\phi),\qquad f_0=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-w^2}.
\end{equation}

\textbf{Q.} Then find $\phi$ without guessing.

\textbf{A.} At first order the Boltzmann equation balances the streaming of $f_0$ against collisions acting on $\phi$. The time derivative of $f_0$ vanishes at this order, since there is neither flow nor a pressure gradient. At fixed $\mathbf c$,
\begin{equation}
\nabla\ln f_0=\nabla\ln n+\left(w^2-\tfrac32\right)\nabla\ln T
=\left(w^2-\tfrac52\right)\nabla\ln T,
\end{equation}
because uniform pressure means $\nabla\ln n=-\nabla\ln T$. Hence
\begin{equation}
f_0\left(w^2-\tfrac52\right)v_0\,\mathbf w\cdot\nabla\ln T=C[\phi],
\label{eq:ce}
\end{equation}
where $C$ is the linearized collision operator,
\begin{equation}
C[\phi]=\int d^3c_1\,d\Omega\;\sigma\,|\mathbf c-\mathbf c_1|\,f_0f_{01}
(\phi'+\phi_1'-\phi-\phi_1).
\end{equation}
Here $\sigma$ is the differential cross-section, and primes mark velocities after the collision. Since $C$ has no preferred direction, $\phi$ is $\mathbf w\cdot\nabla\ln T$ times a function of $w^2$. I expand that function in Sonine polynomials:
\begin{equation}
\phi=\sum_r b_rS_r(w^2)\,\mathbf w\cdot\nabla\ln T,
\end{equation}
with $S_0=1$, $S_1=\frac52-w^2$, $S_2=\frac{35}8-\frac72w^2+\frac12w^4$. They obey $\langle w^2S_pS_r\rangle=0$ for $p\ne r$, where the bracket is the Maxwellian average,
\begin{equation}
\langle w^s\rangle=\frac4{\sqrt\pi}\int_0^\infty w^{s+2}e^{-w^2}dw
=\frac2{\sqrt\pi}\,\Gamma\!\left(\frac{s+3}2\right).
\label{eq:mom}
\end{equation}
The mean velocity is proportional to $\langle w^2\sum_r b_rS_r\rangle=\frac32b_0$, so zero drift gives $b_0=0$. For now I keep one term, $r=1$.

\section{From the coefficient to the heat flux}

\textbf{Q.} The coefficient $b_1$ is not something I can measure.

\textbf{A.} The heat flux is. Using $\langle w_iw_jF(w)\rangle=\frac13\delta_{ij}\langle w^2F\rangle$,
\begin{align}
\mathbf q&=\int\tfrac12mc^2\mathbf c f\,d^3c
=\tfrac16nmv_0^3b_1\langle w^4S_1\rangle\nabla\ln T\nonumber\\
&=-\tfrac58nmv_0^3b_1\nabla\ln T,
\label{eq:q}
\end{align}
since $\langle w^4\rangle=\frac{15}4$ and $\langle w^6\rangle=\frac{105}8$ give $\langle w^4S_1\rangle=\frac{75}8-\frac{105}8=-\frac{15}4$. With $nmv_0^2=2p$, this is $b_1\nabla\ln T=-4\mathbf q/(5pv_0)$, and
\begin{equation}
\phi=\frac4{5pv_0}\left(w^2-\tfrac52\right)\mathbf q\cdot\mathbf w.
\label{eq:phi}
\end{equation}
With one term kept, the collision law enters the distribution only through $\mathbf q$.

\textbf{Q.} I may know the temperature gradient and not $\mathbf q$. Where does the conductivity come from?

\textbf{A.} From $b_1$, once a collision law is chosen. Take hard spheres of diameter $d$, for which $\sigma=d^2/4$. Strip $\nabla\ln T$ from \eqref{eq:ce}, take the dot product with $S_1\mathbf w$ and integrate:
\begin{equation}
-nv_0\langle w^2S_1^2\rangle=b_1\int S_1\mathbf w\cdot C[S_1\mathbf w]\,d^3c .
\end{equation}
On the left, $\langle w^2S_1^2\rangle=\frac{75}8-\frac{150}8+\frac{105}8=\frac{15}4$. On the right, exchanging the two molecules, and exchanging the states before and after the collision, leaves the integration measure unchanged. Averaging the four equivalent forms gives
\begin{equation}
-\frac14\int d^3c\,d^3c_1\,d\Omega\;\frac{d^2}4|\mathbf c-\mathbf c_1|f_0f_{01}|\mathbf D|^2,
\end{equation}
where $\mathbf D$ is the sum of $S_1\mathbf w$ over both molecules before the collision minus the sum after.

Set $\mathbf w=(\mathbf G-\mathbf g)/\sqrt2$ and $\mathbf w_1=(\mathbf G+\mathbf g)/\sqrt2$. This has unit Jacobian, $w^2+w_1^2=G^2+g^2$, and the relative speed is $\sqrt2v_0g$. A collision keeps $\mathbf G$ and $g$ and turns $\mathbf g$ into $\mathbf g'$ through an angle $\chi$. From
\begin{equation}
w^2\mathbf w+w_1^2\mathbf w_1=\frac1{\sqrt2}\left[(G^2+g^2)\mathbf G+2(\mathbf G\cdot\mathbf g)\mathbf g\right]
\end{equation}
and conservation of $\mathbf w+\mathbf w_1$,
\begin{equation}
\mathbf D=-\sqrt2\left[(\mathbf G\cdot\mathbf g)\mathbf g-(\mathbf G\cdot\mathbf g')\mathbf g'\right].
\label{eq:D}
\end{equation}
Averaging over $\mathbf G$ with $\langle G_iG_j\rangle=\frac12\delta_{ij}$ gives
\begin{equation}
\langle|\mathbf D|^2\rangle_G=2\left[\tfrac12g^4+\tfrac12g^4-g^4\cos^2\chi\right]=2g^4\sin^2\chi .
\end{equation}
The solid-angle integral of $\sin^2\chi$ is $8\pi/3$, and $\langle g^5\rangle=12/\sqrt\pi$. The right side is therefore
\begin{equation}
-b_1\,\frac{n^2d^2}{16}\,\sqrt2v_0\,\frac{16\pi}3\,\frac{12}{\sqrt\pi}
=-4\sqrt{2\pi}\,n^2d^2v_0b_1 .
\end{equation}
So $b_1=15/(16\sqrt{2\pi}\,nd^2)$. Comparing \eqref{eq:q} with $\mathbf q=-\kappa\nabla T$ and using $mv_0^2=2kT$,
\begin{equation}
\kappa=\tfrac54nkv_0b_1=\frac{75}{64}\frac k{d^2}\sqrt{\frac{kT}{\pi m}} .
\label{eq:kappa}
\end{equation}

\section{Momentum given to the sphere}

\textbf{Q.} Now the sphere. A mirror reflects differently at each point of its surface.

\textbf{A.} Sum over impact parameters first. A molecule with direction $\hat{\mathbf c}$ and impact parameter $b$ meets the outward normal $\mathbf N$ with $\hat{\mathbf c}\cdot\mathbf N=-\sqrt{1-b^2/a^2}$. Specular reflection is $\mathbf c'=\mathbf c-2(\mathbf c\cdot\mathbf N)\mathbf N$, so the fraction of forward momentum given up is
\begin{equation}
1-\hat{\mathbf c}\cdot\hat{\mathbf c}'=2(\hat{\mathbf c}\cdot\mathbf N)^2=2\left(1-\frac{b^2}{a^2}\right).
\end{equation}
Sideways momentum cancels around the axis. The momentum-transfer cross-section is
\begin{equation}
\int_0^a2\pi b\,db\;2\left(1-\frac{b^2}{a^2}\right)=4\pi\left(\frac{a^2}2-\frac{a^2}4\right)=\pi a^2 .
\end{equation}
It equals the geometric area: the reflected molecules carry away no net momentum. A beam of velocity $\mathbf c$ delivers momentum $m\mathbf c$ at the rate $\pi a^2c$ per unit density, so
\begin{equation}
\mathbf F=\pi a^2m\int c\,\mathbf c\,f\,d^3c .
\label{eq:F}
\end{equation}

\textbf{Q.} And the integral does not vanish?

\textbf{A.} The Maxwellian part does, by symmetry. The rest follows from \eqref{eq:phi}:
\begin{align}
\mathbf F&=\pi a^2nmv_0^2\,\frac4{5pv_0}\,\frac{\mathbf q}3\left\langle w^3\left(w^2-\tfrac52\right)\right\rangle\nonumber\\
&=\frac{8\pi a^2}{15v_0}\,\mathbf q\,\frac{12-10}{\sqrt\pi}
=\frac{16\sqrt\pi}{15}\frac{a^2\mathbf q}{v_0},
\end{align}
with $\langle w^3\rangle=4/\sqrt\pi$ and $\langle w^5\rangle=12/\sqrt\pi$ from \eqref{eq:mom}. The mean speed is $\bar v=\sqrt{8kT/\pi m}=2v_0/\sqrt\pi$, so $1/v_0=2/(\sqrt\pi\,\bar v)$ and
\begin{equation}
\boxed{\mathbf F=\frac{32}{15}\frac{a^2\mathbf q}{\bar v}=-\frac{32}{15}\frac{a^2\kappa\nabla T}{\bar v}}
\label{eq:W}
\end{equation}
This is Waldmann's force. It points along the heat flux, towards the cold side. The factor $a^2$ comes from the cross-section, and the factor $\mathbf q$ from the distribution.

\textbf{Q.} As many molecules cross a plane one way as the other, yet there is a push?

\textbf{A.} Equal numbers do not carry equal momentum. By \eqref{eq:phi}, molecules with $w^2>\frac52$ have a surplus along $\mathbf q$, and slower ones a surplus against it. The two particle flows cancel. The force weights each flow by one further power of speed, because a fast molecule brings more momentum, and so the fast side wins.

\section{How firm is the coefficient?}

\textbf{Q.} You kept one Sonine term. Is $32/15$ a property of nature or of your truncation?

\textbf{A.} It depends on the force law. Since $w^2=\frac52-S_1$, orthogonality makes $\langle w^4S_r\rangle$ vanish for $r\ge2$: higher terms carry no heat. They do exert force, and at fixed $\mathbf q$ the result \eqref{eq:W} is multiplied by
\begin{equation}
\frac{\sum_rb_r\langle w^3S_r\rangle}{b_1\langle w^3S_1\rangle}=1+\frac14\frac{b_2}{b_1}+\dots
\end{equation}
Here $\langle w^3S_1\rangle=-2/\sqrt\pi$, and $\langle w^7\rangle=48/\sqrt\pi$ gives $\langle w^3S_2\rangle=(17.5-42+24)/\sqrt\pi=-1/(2\sqrt\pi)$. The ratios $b_r/b_1$ do not depend on the gradient, so $\mathbf F\propto a^2\mathbf q$ survives.

For hard spheres, numerical integration over binary collisions gives a factor of 1.022 with two terms and 1.027 with five; four and five terms differ by less than 0.001. The conductivity rises too, by a factor of 1.025 with five terms. At fixed gradient the force is thus 5.3\% above the one-term value.

\textbf{Q.} Is there a gas for which one term suffices?

\textbf{A.} Yes: Maxwell molecules, whose collision rate $|\mathbf c-\mathbf c_1|\sigma$ depends on $\chi$ alone. The change of the summed $S_1\mathbf w$ in a collision is $-\mathbf D$. Averaging $\mathbf g'$ in \eqref{eq:D} over azimuth about $\mathbf g$ turns $g'_ig'_j$ into $g_ig_j\cos^2\chi+\frac12\sin^2\chi\,(g^2\delta_{ij}-g_ig_j)$, so that
\begin{equation}
-\mathbf D\;\to\;-\frac{\sin^2\chi}{\sqrt2}\left[g^2\mathbf G-3(\mathbf G\cdot\mathbf g)\mathbf g\right].
\end{equation}
Return to $\mathbf w,\mathbf w_1$. The bracket becomes
\begin{equation}
\frac1{2\sqrt2}\left[|\mathbf w_1-\mathbf w|^2(\mathbf w+\mathbf w_1)-3(w_1^2-w^2)(\mathbf w_1-\mathbf w)\right].
\end{equation}
Average over $\mathbf w_1$, using $\langle w_1^2\rangle=\frac32$ and $\langle w_{1i}w_{1j}\rangle=\frac12\delta_{ij}$. The first product gives $(w^2+\frac12)\mathbf w$ and the second $(w^2-\frac32)\mathbf w$, hence
\begin{equation}
\frac{(w^2+\frac12)-3(w^2-\frac32)}{2\sqrt2}\,\mathbf w=\frac{5-2w^2}{2\sqrt2}\,\mathbf w=\frac{S_1\mathbf w}{\sqrt2}.
\end{equation}
The mean change is $-\frac12\sin^2\chi\,S_1\mathbf w$. Collisions return $S_1\mathbf w$ multiplied by a number, so one term solves \eqref{eq:ce} and $32/15$ is exact within the first-order theory.

\textbf{Q.} Real grains are rough. What if molecules stick briefly and leave at random?

\textbf{A.} Let them leave diffusely from a surface uniformly at the gas temperature. The change in arrival rate at normal $\mathbf N$ is an integral of $(\mathbf w\cdot\mathbf N)(\mathbf w\cdot\mathbf q)(w^2-\frac52)$ over the incoming half-space. The integrand is even in $\mathbf w$, so this is half the full integral, proportional to $\langle w^2(w^2-\frac52)\rangle=\frac{15}4-\frac{15}4=0$. Emission is then uniform over the sphere and its recoil cancels. The incoming momentum is the same as before, and so is the force.

\textbf{Q.} And if the gas drifts a little after all?

\textbf{A.} A drift $\mathbf u$ with $u\ll v_0$ adds $\phi=2\mathbf w\cdot\mathbf u/v_0$. For specular reflection, \eqref{eq:F} gives
\begin{equation}
\mathbf F_u=\pi a^2nmv_0^2\,\frac{2\mathbf u}{3v_0}\,\frac4{\sqrt\pi}=\frac{4\pi}3a^2nm\bar v\,\mathbf u .
\label{eq:drag}
\end{equation}
It also scales as $a^2$, so changing the grain size does not separate the two forces.

\section{Numbers for a dusty discharge}

\textbf{Q.} Is the force large enough to matter?

\textbf{A.} Take round model values: $m=40$ u, $d=0.36$ nm, 0.1 Torr, 350 K, a gradient of 20 K/cm along $+z$, and a grain with $a=100$ nm and density 2 g/cm$^3$. Equation \eqref{eq:kappa} gives $\kappa=0.0190$ W/(m\,K), so $q_z=-0.0190\times2000=-38.0$ W/m$^2$. With $\bar v=430$ m/s,
\begin{equation}
F_z=-\frac{32}{15}\,\frac{(10^{-7})^2\times38.0}{430}\ \mathrm N=-1.88\ \mathrm{fN}.
\end{equation}
As a test, the momentum exchange was summed over the surface for this distribution, reflecting each velocity vector. It gave the same $-1.88$ fN, for specular and for diffuse walls.

The weight is 0.082 fN, 23 times smaller. With the hot side below, the force points upward. Weight grows as $a^3$, so the two are equal at $a=2.3\ \mu$m, where $a/\lambda=0.004$ is still small.

\textbf{Q.} Do your assumptions hold there?

\textbf{A.} Those about the mean free path do. With $\lambda=1/(\sqrt2\pi d^2n)=0.63$ mm, the example has $a/\lambda=1.6\times10^{-4}$ and $\lambda|\nabla T|/T=0.0036$. In a 3 cm gap $\lambda$ is 2\% of the width, so conduction is nearly that of a continuum away from the walls. In this regime $\kappa$ does not depend on density, and at fixed gradient and temperature neither does the force. That ends at low pressure, when $\lambda$ approaches the gap width.

A gas at rest is a stricter demand: by \eqref{eq:drag}, a gas drift of 0.57 m/s pushes as hard as the gradient. A side wall with the same gradient along it can drive such a drift. The gas next to it creeps towards the hot end at a speed of order $\eta|\nabla T|/(\rho T)\approx0.8$ m/s, where $\eta$ is the gas viscosity and $\rho$ its mass density. In a closed vessel this creep also drives a return flow through the middle. The result for a gas at rest therefore needs side walls that are free of such a gradient or well over a gap width away from the grain.

\textbf{Q.} A grain in a plasma is charged. Have you left out the larger forces?

\textbf{A.} Yes. Let the surface be $V=6$ V below the plasma. The charge $4\pi\varepsilon_0aV$ is about 420 elementary charges, and a field of 0.28 V/cm matches the thermophoretic force.

For ion drag, take $n_i=10^9$ cm$^{-3}$ ions drifting with energy $E_i=0.1$ eV, without collisions. Their momentum flux is $2n_iE_i$. Angular momentum and energy conservation at grazing contact give the collection radius $b_c=a\sqrt{1+eV/E_i}=0.78\ \mu$m. Ions passing outside it follow Coulomb orbits with $\tan(\chi/2)=b_{90}/b$ and $b_{90}=aeV/(2E_i)=3\ \mu$m. Then $1-\cos\chi=2b_{90}^2/(b^2+b_{90}^2)$, and integrating $2\pi b\,db$ up to the screening length $\lambda_s=\sqrt{\varepsilon_0kT/(n_ie^2)}=41\ \mu$m, taken for ions at the gas temperature, gives
\begin{equation}
\sigma_{\rm orb}=2\pi b_{90}^2\ln\frac{\lambda_s^2+b_{90}^2}{b_c^2+b_{90}^2}.
\end{equation}
Collected ions contribute 0.06 fN and deflected ions 9.4 fN, together five times the thermophoretic force. The sharp cutoff and the neglect of ion collisions make this an estimate of size. So does the screening length: ions drifting faster than their thermal speed screen poorly, and if only electrons of 2 to 3 eV screened the grain, the ion drag would be nearly twice as large.

\textbf{Q.} So how should I read 1.88 fN beside a real reactor?

\textbf{A.} The gas values and ion density are roughly those of a low-pressure argon processing discharge. The gradient is on the steep side: held across 3 cm it means 60 K within the gas, and at least a few kelvin more between the electrodes because of temperature jumps at their surfaces. This suggests a deliberately heated or cooled electrode. A gentler gradient lowers the force in proportion. The assumption a real discharge breaks most strongly is that the neutral gas acts alone. In a field well below the 0.28 V/cm found above, the electric force on the grain is smaller than the thermophoretic one. The ions then drift much more slowly than their thermal speed, so the pushes of ions arriving from opposite sides largely cancel and the beam estimate no longer applies. What remains is not negligible: it grows in proportion to the field, is roughly 0.6 of the electric force for ion screening, and points against that force. A simple ambipolar estimate with electrons of 2 to 3 eV finds a field below 0.28 V/cm only near the midplane, in a layer about 2 mm thick for a 3 cm gap. Because the residual ion drag offsets part of the electric force, thermophoresis exceeds their net pull in a somewhat wider layer, several millimetres thick. Within that layer thermophoresis can shift the place where such grains collect. For the cold ion beam assumed here, thermophoresis is only about a tenth to a fifth of the ion drag, depending on the screening. Ions held at this mean drift by collisions with the gas have a wide spread of velocities, which roughly halves the drag and raises the ratio to about a fifth to two fifths. Nor is ion drag then the largest force: keeping argon ions at this drift against collisions with the gas takes a field of roughly 7 V/cm, which pushes the charged grain with about 50 fN. For a molecular gas, $\mathbf q$ in \eqref{eq:W} would have to be the translational part of the heat flux, since \eqref{eq:phi} describes molecules without internal energy. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Gas molecular mass: 40 u
Hard-sphere diameter: 0.36 nm
Gas pressure: 0.1 Torr
Gas temperature: 350 K
Temperature gradient along +z: 20 K/cm
Particle radius: 100 nm
Particle density: 2 g/cm3
Gas number density: 2.759e+15 cm^-3
Mean speed vbar: 430.4 m/s
Mean free path: 0.6295 mm
Conductivity, one Sonine term: 0.019 W/(m K)
Heat flux q_z: -38 W/m2
Moment <w^3>: 2.25676
Moment <w^5>: 6.77028
Specular cross-section / (pi a^2): 1
Force F_z, formula: -1.88323 fN
Force F_z, specular surface quadrature: -1.88323 fN
Force F_z, diffuse surface quadrature: -1.88323 fN
Force F_z, from collision operator: -1.88323 fN
Flow of fast molecules (w^2 > 5/2), z: -1.924e+21 m^-2 s^-1
Flow of slow molecules (w^2 < 5/2), z: 1.924e+21 m^-2 s^-1
Hard spheres, 2 terms: force factor at fixed q: 1.02222
Hard spheres, 5 terms: force factor at fixed q: 1.02719
Hard spheres, 2 terms: conductivity factor: 1.02273
Hard spheres, 5 terms: conductivity factor: 1.0252
Hard spheres, 5 terms: force factor at fixed gradient: 1.05307
Particle weight: 0.08216 fN
Force magnitude / weight: 22.92
Radius where force equals weight: 2.292 um
Radius / mean free path, example: 0.0001589
Radius / mean free path, at equal weight: 0.003642
Mean free path * gradient / T: 0.003597
Gap width: 3 cm
Mean free path / gap: 0.02098
Gas drift giving equal specular drag: 0.57 m/s
Diffuse / specular drag: 1.3927
Particle potential below plasma: 6 V
Particle charge magnitude: 416.7 elementary charges
Electric field giving equal force: 0.2821 V/cm
Ion density: 1e+09 cm^-3
Ion drift energy: 0.1 eV
Screening length: 40.83 um
Ion impact parameter for 90 degrees: 3 um
Ion collection impact parameter: 0.781 um
Ion drag, collected ions: 0.06141 fN
Ion drag, deflected ions: 9.352 fN
Ion drag, total: 9.414 fN
Ion drag / thermophoretic force: 4.999
\end{verbatim}
